# Moving Corners and Fans in One-Dimensional Surface Erosion

## A facet that misses the yield peak

A 1000 nm silicon step with a 75° wall is eroded for 10 min by a vertical ion beam. In the model below, the sputter yield peaks at 66.4° incidence, yet the facet that cuts into the flat top meets it at 56.1°. The conservation law for the surface slope, together with a rule for choosing its shocks, explains the difference.

## From height to slope

Let \(h(x,t)\) be a single-valued height, positive upward, with slope \(p=h_x=\tan\theta\). Erosion is local and depends on slope alone:

\[
h_t=-R(p).
\]

Here \(R\) is the vertical lowering rate. A vertical displacement \(R\,dt\) has the component \(R\cos\theta\,dt\) along the surface normal, so the normal recession speed \(v_n\) satisfies

\[
v_n=R\cos\theta,\qquad R=v_n\sqrt{1+p^2}.
\]

A vertical beam with \(J\) ions per horizontal area and time delivers \(J\cos\theta\) per surface area. With yield \(Y\) and atom density \(n\), \(v_n=JY\cos\theta/n\). The cosine cancels, leaving

\[
R(p)=\frac{J}{n}Y(\theta).
\]

Where \(h\) is smooth, differentiating the height equation in \(x\) gives

\[
p_t+[R(p)]_x=0 .
\]

This is a scalar conservation law with density \(p\) and flux \(R\). Its integral form needs no derivative at a corner:

\[
\frac{d}{dt}\int_a^b p\,dx=\frac{d}{dt}[h(b,t)-h(a,t)]
=R(p(a,t))-R(p(b,t)).
\]

The conserved quantity is thus a height difference, not an amount of material.

## How a smooth surface forms a corner

Follow a point moving at \(dx/dt=R'(p)\). Along its path,

\[
\frac{dp}{dt}=p_t+R'(p)p_x=0,\qquad
\frac{dh}{dt}=h_t+p\frac{dx}{dt}=pR'(p)-R(p).
\]

The slope is constant, so the path is straight: \(x=\xi+R'(p_0(\xi))t\), where \(p_0\) is the initial slope. Dividing \(dp=p_0'\,d\xi\) by \(dx=(1+R''p_0't)\,d\xi\) gives

\[
p_x=\frac{p_0'}{1+R''(p_0)p_0't},\qquad
t_b=\frac{1}{\max_\xi[-R''(p_0)p_0']},
\]

provided the maximum is positive. At \(t_b\) neighbouring paths cross and a corner forms.

The example uses the yield model

\[
Y=Y_0q^f e^{-S(q-1)},\qquad q=\frac1{\cos\theta}=\sqrt{1+p^2},
\]

with \(f=2.5\) and \(S=1\). Near \(p=0\), \(q\simeq1+p^2/2\), so \(R\simeq R_0[1+(f-S)p^2/2]\) and \(R''(0)=R_0(f-S)\), where \(R_0=R(0)\). For a ripple \(A\cos kx\), the crest has \(p_0'=-Ak^2\), giving

\[
t_b=\frac{1}{R_0(f-S)Ak^2}.
\]

With \(R_0=0.3121\) nm/s, \(A=10\) nm and a wavelength of 200 nm, \(t_b=216\) s. A scan of starting points 0.01 nm apart confirmed, to one part in \(10^4\), that no other part of this ripple breaks earlier. At \(0.6t_b\), the predicted growth of crest curvature is \(1/(1-0.6)=2.5\); a Fourier solution of the height equation gave 2.50000.

## Corner speed and corner selection

Let a corner at \(x_c(t)\) have slopes \(p_l\) on its left and \(p_r\) on its right. The height has one value there, so its rate of change must agree from both sides:

\[
p_l\dot x_c-R(p_l)=p_r\dot x_c-R(p_r).
\]

Hence

\[
s=\dot x_c=\frac{R(p_r)-R(p_l)}{p_r-p_l}.
\]

This is the shock speed of the conservation law. It does not say whether the corner survives. To decide that, take the limit \(\varepsilon\to0^+\) of

\[
h_t=-R(h_x)+\varepsilon h_{xx},\qquad
p_t+[R(p)]_x=\varepsilon p_{xx}.
\]

For a steadily moving rounded corner, put \(p=P(z)\), \(z=x-st\). Then \(-sP'+[R(P)]'=\varepsilon P''\). Integrating from the left, where \(P=p_l\) and \(P'=0\), gives

\[
\varepsilon P'=R(P)-R(p_l)-s(P-p_l).
\]

The right side is the height of the graph of \(R\) above the chord joining the two slopes. If \(p_l>p_r\), as at a top edge, \(P'\) must be negative and \(R\) must lie below the chord. If \(p_l<p_r\), as at a foot, \(R\) must lie above it. Tangency at an end is allowed.

This rule belongs to second-order smoothing. If the smoothing term is \(-Bh_{xxxx}\), the profile equation contains \(P'''\), and the sign argument no longer applies. The selection must then be derived again, and it can differ. For the step treated below, runs with \(B=2.5\) and 0.3 nm⁴/s both join the flat top to a nearly constant slope of about 60.8°, moving at 0.193 nm/s, and leave the foot corner near \(-244.5\) nm. Second-order smoothing gives 56.1°, 0.199 nm/s and \(-234\) nm.

## A formula for a top edge

Place an initial edge at the origin, with the wall on its left:

\[
h_0(x)=\min(p_wx,0),\qquad p_w>0.
\]

The limiting height is

\[
m(x,t)=\min_{0\le p\le p_w}[px-R(p)t].
\]

To prove this, first note that each plane \(px-R(p)t\) solves the smoothed equation, because its second derivative is zero. It also starts on or above \(h_0\): for \(x>0\), \(px\ge0\); for \(x<0\), \(px\ge p_wx\). The difference \(w\) between the smoothed height \(h^\varepsilon\) and a plane obeys \(w_t=-cw_x+\varepsilon w_{xx}\), where \(c\) is a difference quotient of \(R\). The maximum principle keeps \(w\le0\). Therefore \(h^\varepsilon\le m\).

For a lower bound at a chosen point \((X,T)\), set

\[
v=\frac XT,\qquad L=\min_{0\le p\le p_w}[vp-R(p)].
\]

Then \(-R(p)\ge L-vp\) on the whole slope interval. Let \(\varphi\) solve

\[
\varphi_t=-v\varphi_x+L+\varepsilon\varphi_{xx},\qquad
\varphi(x,0)=h_0(x).
\]

Its slope is a Gaussian average of initial slopes and stays between 0 and \(p_w\). Thus \(\varphi_t\le-R(\varphi_x)+\varepsilon\varphi_{xx}\), and comparison gives \(\varphi\le h^\varepsilon\). Since \(X-vT=0\), with \(Z\) a standard normal variable,

\[
\varphi(X,T)=LT+\left\langle h_0\!\left(\sqrt{2\varepsilon T}\,Z\right)\right\rangle
=m(X,T)-p_w\sqrt{\frac{\varepsilon T}{\pi}}.
\]

The last step uses \(LT=m(X,T)\) and \(\langle\max(-Z,0)\rangle=1/\sqrt{2\pi}\). Together,

\[
m-p_w\sqrt{\frac{\varepsilon t}{\pi}}\le h^\varepsilon\le m.
\]

The bounds close as \(\varepsilon\to0\). Nothing in the proof requires \(R\) to be convex or positive. Reversing both \(h\) and \(x\), and replacing \(R\) by \(-R\), therefore gives the result for a foot \(h_0=\max(p_wx,0)\):

\[
h(x,t)=\max_{0\le p\le p_w}[px-R(p)t].
\]

## Why the facet angle is a tangent angle

The flat top, \(p=0\), supplies the minimum as long as \(-R_0t\le px-R(p)t\) for every allowed \(p>0\). This means \(x/t\ge[R(p)-R_0]/p\), so the edge of the flat moves at

\[
s_t=\max_{0<p\le p_w}\frac{R(p)-R_0}{p}.
\]

Call the slope at an interior maximum \(p_t\). From here on, the subscript in \(p_t\) and \(s_t\) stands for "top" and is not a time derivative. Setting the derivative of the chord slope to zero gives

\[
R'(p_t)=\frac{R(p_t)-R_0}{p_t}=s_t.
\]

Thus \(p_t\) is where a line from the flat-surface point touches the rate curve. At the yield peak \(R'=0\), while the chord slope is positive, so the chord slope is already falling. Beyond the peak \(R\) falls and \(p\) grows, which lowers it further. The tangent slope is therefore smaller than the peak slope.

Behind the corner, minimizing \(px-R(p)t\) gives a fan:

\[
x=R'(p)t,\qquad h=[pR'(p)-R(p)]t,\qquad p_t\le p\le p_w.
\]

This requires \(R''<0\) across the fan. For the yield model, with \(u=f-Sq\),

\[
R'=R\frac{up}{q^2},\qquad
R''=\frac{R}{q^4}\left[(u^2-f)(q^2-1)+u\right].
\]

From 56.1° to 75°, \(q\) runs from 1.79 to 3.86 and \(u\) from 0.71 to \(-1.36\). Hence \(u^2-f\le-0.64\) and \(q^2-1\ge2.2\), so the first term in the bracket cannot exceed about \(-1.4\). The second is at most 0.71, so \(R''\) is negative. The maximum-chord condition excludes lower planes with \(p<p_t\). For a steeper wall the sign of \(R''\) at \(p_w\) must be checked again; if it is positive, the fan cannot extend to the wall slope. With these parameters the sign changes at 75.9°, just above the wall angle used here.

## The silicon step in numbers

The current density is 0.5 mA/cm², or 31.21 ions/(nm² s). With \(Y_0=0.5\) and \(n=50\) atoms/nm³,

\[
R_0=\frac{31.21\times0.5}{50}=0.312\ \text{nm/s}=18.7\ \text{nm/min}.
\]

The yield peak follows from \(d\ln Y/dq=f/q-S=0\), so \(q=2.5\) and \(\theta=66.4^\circ\). The tangent condition gives \(p_t=1.489\), \(\theta_t=56.1^\circ\) and \(R(p_t)=0.608\) nm/s. The corner speed is

\[
s_t=\frac{0.608-0.312}{1.489}=0.199\ \text{nm/s}=11.9\ \text{nm/min}.
\]

After 600 s the flat has dropped 187 nm and its edge has retreated 119 nm. Assuming a corner at the yield-peak slope would give 0.164 nm/s, about 17% too slow within this model.

Heights in the fan, measured from the original top, are:

| Local angle | \(x\) (nm) | \(h\) (nm) |
|---:|---:|---:|
| 56.1° | 119 | −187 |
| 60.0° | 84 | −244 |
| 66.4° | 0 | −413 |
| 70.0° | −54 | −549 |
| 75.0° | −107 | −712 |

The facet is therefore curved. The yield-peak angle occurs inside it, at the original edge position, because \(R'=0\) there.

An unsplit corner between the flat and the 75° wall would also keep the height continuous. Its speed would put it at \(x=34\) nm and \(h=-187\) nm. The selected surface at that position is at \(-339\) nm, 152 nm lower. The unsplit corner fails because \(R\) rises above its chord.

At the foot, the wall plane wins where its value exceeds all others. The same algebra gives

\[
s_f=\max_{0\le p<p_w}\frac{R(p_w)-R(p)}{p_w-p}=R'(p_f).
\]

Here \(\theta_f=7.0^\circ\) and \(s_f=0.0573\) nm/s. A shallow fan from 0° to 7.0° precedes the jump to the wall. The foot starts at \(x=-1000/3.732=-268\) nm and its corner reaches \(-234\) nm.

The upper fan meets the wall at a point moving at \(R'(p_w)=-0.178\) nm/s. It reaches the foot corner after

\[
\frac{268}{0.0573+0.1781}\simeq1138\ \text{s}.
\]

Until then the two solutions join along an intact piece of wall. Later their interaction must be solved.

## Isotropic etching as a second case

If \(v_n=v\) is constant, \(R=v\sqrt{1+p^2}\) and \(R''=v/(1+p^2)^{3/2}>0\). A convex graph lies below its chords, so a top edge remains one sharp corner. Between a flat top and a wall of angle \(\theta_w\), its speed is

\[
s=v\frac{\sec\theta_w-1}{\tan\theta_w}=v\tan\frac{\theta_w}{2}.
\]

A foot instead opens completely into a fan. With \(x\) and \(h\) measured from the original foot,

\[
x=\frac{vpt}{\sqrt{1+p^2}},\qquad
h=-\frac{vt}{\sqrt{1+p^2}},\qquad x^2+h^2=v^2t^2.
\]

The fan is a circular arc. Isotropic etching corresponds to a yield proportional to \(1/\cos\theta\), so angular dependence alone does not split an edge. The top edge splits in the sputtering example because the yield levels off and falls at steep angles, which makes \(R\) concave there.

## Numerical implementation

Evolving \(h\) keeps the surface continuous. With central differences and a forward time step, the new height at node \(i\) is

\[
h_i^{+}=h_i-\Delta t\,R\!\left(\frac{h_{i+1}-h_{i-1}}{2\Delta x}\right)
+\frac{\varepsilon\Delta t}{\Delta x^2}(h_{i+1}-2h_i+h_{i-1}).
\]

It does not decrease when any old height increases if

\[
\frac{\Delta x}{2}\max|R'|\le\varepsilon,\qquad
\frac{2\varepsilon\Delta t}{\Delta x^2}\le1.
\]

These conditions preserve the comparison property used in the proof. Heun's method averages the old height with the result of two forward steps, so it preserves the property too.

Such a calculation, given no corner rule, was run for the full step with \(\varepsilon=0.0195\) nm²/s and \(\Delta x=0.125\) nm. It put the top and foot corners at 120.1 and \(-233.4\) nm, against 119.3 and \(-233.6\) nm from the formulas. At points 1 nm apart, the largest height difference was 1.2 nm, within the 7.2 nm bound derived above for a single edge. For the top edge alone, successive fourfold reductions of \(\varepsilon\) from 0.624 nm²/s, with the grid spacing halved each time, reduced the largest height loss from 18.6 to 6.6 and then 2.2 nm.

## Relation to real ion milling

The inputs are rough typical values for argon milling of silicon near 500 eV; \(f\) and \(S\) are round model parameters. Of the effects estimated here, redeposition is the largest. For a wide flat floor with cosine emission and full sticking, a surface at angle \(\theta\) receives a fraction \((1-\cos\theta)/2\) of the floor's emission per unit area. The ratio of redeposition to removal is then

\[
\frac{1-\cos\theta}{2}\frac{R_0}{R(p)\cos\theta},
\]

or 0.20 at the top facet and 0.86 on the wall. Under these conditions, net wall removal would be only about 14% of the local model's value. The top corner is affected too. Redeposition takes about 0.12 nm/s from \(R\) at the facet and nothing from the flat top, while the rate difference that drives the corner is only 0.30 nm/s. For a wide floor this term depends on slope alone and can be included by replacing \(R\) with \(R-R_0(q-1)/2\), which moves the facet to 51.6° and slows the corner to 0.119 nm/s. For a floor of finite width the fraction is smaller and depends on position, so erosion is no longer local. When sputtered atoms stick, the facet angle and corner speed, as well as the wall and foot results, therefore describe the local model and do not predict a real profile. If all ions striking the wall reflected specularly, they would add 87% to the ion flux on the part of the floor they reach; a smaller reflected fraction scales this in proportion.

An in-plane beam spread of 3° standard deviation changes the facet angle to 55.6° and lowers the corner speed by 1.4%. Its effect at the wall is larger: \(R'(p_w)\) changes from \(-0.178\) to \(-0.152\) nm/s, and \(R''(p_w)\) rises to about zero, the limit for the fan to reach the wall slope. A rough cascade length of 2 nm suggests \(\varepsilon\sim R_0\times2\) nm \(=0.62\) nm²/s, for which the largest height loss is 19 nm, a tenth of the flat-surface lowering. This is an estimate of size, not of sign. A Gaussian cascade of depth \(a\), depth width \(\sigma\) and lateral width \(\mu\) gives \(\varepsilon=-R_0a\mu^2/(2\sigma^2)\) on the flat, which is negative. For \(a=2\) nm and widths near 1 nm it stays negative up to at least 45°. A positive total must come from other processes, such as ion-driven mass transport. Where the total is negative, short ripples grow and this selection argument fails. Where fourth-order smoothing dominates, the selected angle differs, as shown above. The height description also fails at overhangs, and a vertical wall has infinite \(p\). The numerical output gives the remaining values.

## Computed values

```
Ion current density: 0.50 mA/cm2
Ion flux: 31.208 ions/(nm2 s)
Normal yield: 0.50 atoms/ion
Atom density: 50.0 atoms/nm3
Yield parameters f, S: 2.50, 1.00
Flat etch rate R0: 0.3121 nm/s = 18.72 nm/min
Step height, etch time: 1000 nm, 600 s
Wall angle, slope: 75.0 deg, 3.7321
Wall vertical rate: 0.5225 nm/s
Yield-peak angle, slope: 66.42 deg, 2.2913
Peak yield / normal yield: 2.2050
Top facet angle, slope: 56.12 deg, 1.4891
Top facet vertical rate: 0.6080 nm/s
Top corner speed: 0.1988 nm/s = 11.93 nm/min
Chord speed using yield peak: 0.1641 nm/s
Top corner x, formula: 119.26 nm
Top corner x, numerical: 120.12 nm
Flat surface lowering: 187.25 nm
Fan-wall edge speed: -0.1781 nm/s
Fan-wall edge x: -106.88 nm
Fan angle, x, h: 56.12 deg, 119.26 nm, -187.25 nm
Fan angle, x, h: 60.00 deg, 84.36 nm, -243.54 nm
Fan angle, x, h: 66.42 deg, 0.00 nm, -412.88 nm
Fan angle, x, h: 70.00 deg, -54.45 nm, -549.34 nm
Fan angle, x, h: 75.00 deg, -106.88 nm, -712.37 nm
Foot fan end angle, slope: 7.04 deg, 0.1236
Foot corner speed: 0.0573 nm/s
Initial foot x: -267.95 nm
Foot corner x, formula: -233.55 nm
Foot corner x, numerical: -233.38 nm
Top and foot waves meet: 1138.0 s
Inadmissible sharp corner x, h: 33.83, -187.25 nm
Selected height at that x: -339.34 nm
Ripple wavelength, amplitude: 200, 10 nm
Ripple breaking time: 216.45 s
Crest curvature growth at 0.6 tb: 2.50000
Ripple height test error: 1.36e-10 nm
eps, height loss, bound: 0.6242 nm2/s, 18.57, 40.75 nm
eps, height loss, bound: 0.1560 nm2/s, 6.56, 20.37 nm
eps, height loss, bound: 0.0390 nm2/s, 2.19, 10.19 nm
Full-step smoothing eps: 0.0195 nm2/s
Full-step height error, bound: 1.21, 7.20 nm
Fan slope test error: 0.0056
Rough cascade length: 2.0 nm
Beam spread, standard deviation: 3.0 deg
Facet angle with beam spread: 55.61 deg
Top corner speed with spread: 0.1960 nm/s
Redeposition/removal at top facet: 0.204
Redeposition/removal on wall: 0.855
Foot ion-flux gain per reflected fraction: 0.866
```
